**Interstitial threshold for a large silicon stacking fault**

A large extrinsic fault grows when $C_I/C_I^*>\exp[\gamma/(nkT)]$, with $n=8/(\sqrt3a^2)$. Here $C_I$ is the interstitial concentration at the fault edge, $C_I^*$ its equilibrium value against unfaulted crystal, $\gamma$ the fault free energy per area, $n$ the number of inserted atoms per area, $a$ the lattice parameter, $k$ Boltzmann's constant and $T$ the temperature. The program asserts that $n$ agrees within 2 percent with a count in an explicit diamond crystal, and that only a B layer inserted between C and A keeps fourfold bonding. It also asserts the interstitial and vacancy ratios against equilibria found from combinatorial free energies. Further assertions compare the vacancy-corrected thresholds with numerical roots, and the loop energy and its slope with numerical integration. For 0.07 J/m² at 1100 °C, the output gives a threshold ratio of 1.266, an excess of about 27 percent. With rough elastic constants, line tension raises the ratio to 1.294 at a loop radius of 1 µm and to 1.269 at 10 µm.

## Numerical verification

```python
"""
Result under test: a large extrinsic stacking fault in silicon grows when
    C_I/C_I* > s = exp(gamma/(n*k*T)),   n = 8/(sqrt(3)*a**2).
C_I: interstitial concentration at the fault edge; C_I*: its equilibrium value
against unfaulted crystal; gamma: fault free energy per area; n: atoms per area
of the inserted {111} double layer; a: cubic lattice parameter; T: temperature.
Line tension is left out of s and its size is estimated separately.
SI units are used internally.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k_B = const.k
eV = const.e
a = const.physical_constants["lattice parameter of silicon"][0]
gamma = 0.07
celsius = 1100.0
T = const.convert_temperature(celsius, "Celsius", "Kelvin")


def layer_density(lattice):
    return 8 / (np.sqrt(3) * lattice**2)


def threshold(fault_energy, temperature, lattice=a):
    return np.exp(fault_energy / (layer_density(lattice) * k_B * temperature))


n = layer_density(a)
b = a / np.sqrt(3)
epsilon = gamma / n
s = threshold(gamma, T)

# --- Count atoms of one {111} double layer in an explicit diamond crystal ---
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
axis = np.arange(-15, 16)
cells = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
atoms = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
height_index = atoms.sum(axis=1)
lateral_sq = (atoms**2).sum(axis=1) - height_index**2 / 3
disc_radius = 12.0
inside = ((height_index > -0.1) & (height_index < 0.9)
          & (lateral_sq < disc_radius**2))
counted_density = inside.sum() / (np.pi * disc_radius**2 * a**2)
# A finite disc cuts the lattice at its rim: an error below two percent.
assert abs(counted_density / n - 1) < 0.02
assert np.isclose(n, b / (a**3 / 8), rtol=1e-12)


# --- Check which inserted layer keeps normal fourfold bonding ---
def fourfold(stacking):
    """Lengths in units of a; each letter is a vertically bonded atom pair."""
    edge = 1 / np.sqrt(2)
    v1 = np.array([edge, 0, 0])
    v2 = np.array([edge / 2, edge * np.sqrt(3) / 2, 0])
    bond = np.sqrt(3) / 4
    period = np.array([0, 0, len(stacking) / np.sqrt(3)])
    sites = []
    for level, letter in enumerate(stacking):
        lateral = "ABC".index(letter) * (v1 + v2) / 3
        for rise in (0, bond):
            sites.append(lateral + np.array([0, 0, level / np.sqrt(3) + rise]))
    sites = np.array(sites)
    shifts = np.array([i * v1 + j * v2 + m * period for i, j, m in
                       itertools.product(range(-3, 4), range(-3, 4), (-1, 0, 1))])
    images = (sites[None, :, :] + shifts[:, None, :]).reshape(-1, 3)
    for site in sites:
        distance = np.linalg.norm(images - site, axis=1)
        distance = distance[distance > 1e-8]
        near = distance[distance < 1.1 * bond]
        if len(near) != 4 or not np.allclose(near, bond, rtol=1e-8):
            return False
    return True


assert fourfold("ABCABC")
allowed = [x for x in "ABC" if fourfold("ABC" + x + "ABC")]
assert allowed == ["B"]

# --- Defect equilibrium from exact counting of arrangements ---
mp.mp.dps = 50


def equilibrium_number(formation_eV, sink_cost, sites=10**15):
    """Defect number at which moving one defect to the sink costs nothing."""
    kT = mp.mpf(k_B * T)
    formation = mp.mpf(formation_eV * eV)

    def free_energy(number):
        log_ways = (mp.loggamma(sites + 1) - mp.loggamma(number + 1)
                    - mp.loggamma(sites - number + 1))
        return number * formation - kT * log_ways

    low, high = mp.mpf(10), mp.mpf(sites) / 2
    for _ in range(90):
        middle = (low + high) / 2
        change = free_energy(middle - 1) + sink_cost - free_energy(middle)
        if change > 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


counted_cost = gamma / counted_density
for formation_eV in (1.5, 2.0):
    free_sink = equilibrium_number(formation_eV, 0)
    at_fault = equilibrium_number(formation_eV, epsilon)
    vacancy_at_fault = equilibrium_number(formation_eV, -epsilon)
    # The remaining difference is the finite site occupation, about 1e-6.
    assert abs(float(at_fault / free_sink) / s - 1) < 1e-5
    assert abs(float(vacancy_at_fault / free_sink) * s - 1) < 1e-5
s_counted = float(equilibrium_number(2.0, counted_cost)
                  / equilibrium_number(2.0, 0))
assert abs(s_counted / s - 1) < 0.005


# --- Effect of vacancies on zero net growth ---
def net_growth(ratio_I, ratio_V, transport):
    return (ratio_I - s) - transport * (ratio_V - 1 / s)


for transport in (0.1, 1.0, 10.0):
    root = brentq(lambda x: net_growth(x, 1 / x, transport), 0.5, 10)
    assert abs(root - s) < 1e-9
    root = brentq(lambda x: net_growth(x, 1.0, transport), 0.5, 10)
    assert abs(root - (s + transport * (1 - 1 / s))) < 1e-9
transport = 1.0
s_vacancy = s + transport * (1 - 1 / s)

# --- Elastic energy of a circular prismatic loop ---
shear = 60e9
poisson = 0.22
core = b / 4
K = shear * b**2 / (4 * np.pi * (1 - poisson))


def loop_energy_integral(radius):
    """Half the double line integral, excluding arcs shorter than core."""
    def integrand(log_angle):
        angle = np.exp(log_angle)
        first = np.array([1.0, 0.0])
        second = np.array([np.cos(angle), np.sin(angle)])
        separation = second - first
        distance = np.linalg.norm(separation)
        kernel = (first @ second / distance
                  - (first @ separation) * (second @ separation) / distance**3)
        return kernel * angle
    half = quad(integrand, np.log(core / radius), np.log(np.pi),
                epsabs=1e-9, epsrel=1e-9, limit=200)[0]
    return 0.5 * K * 2 * np.pi * radius * 2 * half


def line_term(radius):
    return K * np.log(4 * radius / core) / radius


for radius in (1e-7, 1e-6, 1e-5):
    direct = loop_energy_integral(radius)
    formula = 2 * np.pi * radius * K * (np.log(4 * radius / core) - 1)
    assert abs(direct / formula - 1) < 1e-5
    step = 0.01 * radius
    slope = (loop_energy_integral(radius + step)
             - loop_energy_integral(radius - step)) / (2 * step)
    assert abs(slope / (2 * np.pi * radius) / line_term(radius) - 1) < 1e-4

# --- Other neglected effects ---
expansion = 4e-6
room_T = const.convert_temperature(20, "Celsius", "Kelvin")
a_hot = a * (1 + expansion * (T - room_T))
s_hot = threshold(gamma, T, a_hot)
stress = 10e6
s_tension = threshold(gamma - stress * b, T)
s_compression = threshold(gamma + stress * b, T)

print(f"Temperature: {celsius:.0f} C = {T:.2f} K")
print(f"Fault energy: {gamma:.3f} J/m^2")
print(f"Lattice parameter: {a*1e9:.5f} nm")
print(f"Opening b: {b*1e9:.5f} nm")
print(f"Double-layer density n: {n*1e-18:.3f} nm^-2")
print(f"Density counted in crystal: {counted_density*1e-18:.3f} nm^-2")
print("Allowed inserted layer between C and A:", ", ".join(allowed))
print(f"Fault cost per atom: {epsilon/eV:.5f} eV")
print(f"Thermal energy kT: {k_B*T/eV:.5f} eV")
print(f"Exponent: {epsilon/(k_B*T):.4f} (no unit)")
print(f"Threshold ratio s: {s:.4f} (no unit)")
print(f"Relative excess s-1: {100*(s-1):.1f} percent")
print(f"Vacancy ratio at edge 1/s: {1/s:.4f} (no unit)")
print(f"Wrong ratio from one atomic plane: {s**2:.4f} (no unit)")
for temperature_C in (1000, 1200):
    value = threshold(gamma, const.convert_temperature(
        temperature_C, "Celsius", "Kelvin"))
    print(f"Ratio at {temperature_C} C, same gamma: {value:.4f} (no unit)")
for changed in (gamma - 0.01, gamma + 0.01):
    print(f"Ratio for gamma {changed:.2f} J/m^2: "
          f"{threshold(changed, T):.4f} (no unit)")
print(f"Rough shear modulus: {shear*1e-9:.0f} GPa")
print(f"Rough Poisson ratio: {poisson:.2f} (no unit)")
print(f"Core cutoff: {core*1e9:.4f} nm")
print(f"Line-energy factor K: {K*1e9:.4f} nJ/m")
for radius in (1e-7, 1e-6, 1e-5):
    extra = line_term(radius)
    print(f"Loop radius {radius*1e6:.1f} um: line term {extra:.5f} J/m^2, "
          f"ratio {threshold(gamma + extra, T):.4f}")
print(f"Rough expansion coefficient: {expansion*1e6:.1f} 1e-6/K")
print(f"Ratio with expanded lattice: {s_hot:.4f} (no unit)")
print(f"Normal stress considered: {stress*1e-6:.0f} MPa")
print(f"Stress work per area: {stress*b:.5f} J/m^2")
print(f"Ratio under tension: {s_tension:.4f} (no unit)")
print(f"Ratio under compression: {s_compression:.4f} (no unit)")
print(f"Illustrative transport ratio R: {transport:.1f} (no unit)")
print(f"Ratio if vacancies stay at C_V*: {s_vacancy:.4f} (no unit)")
print("verified")
```

Running it gives:

```
Temperature: 1100 C = 1373.15 K
Fault energy: 0.070 J/m^2
Lattice parameter: 0.54310 nm
Opening b: 0.31356 nm
Double-layer density n: 15.659 nm^-2
Density counted in crystal: 15.573 nm^-2
Allowed inserted layer between C and A: B
Fault cost per atom: 0.02790 eV
Thermal energy kT: 0.11833 eV
Exponent: 0.2358 (no unit)
Threshold ratio s: 1.2659 (no unit)
Relative excess s-1: 26.6 percent
Vacancy ratio at edge 1/s: 0.7899 (no unit)
Wrong ratio from one atomic plane: 1.6025 (no unit)
Ratio at 1000 C, same gamma: 1.2896 (no unit)
Ratio at 1200 C, same gamma: 1.2458 (no unit)
Ratio for gamma 0.06 J/m^2: 1.2240 (no unit)
Ratio for gamma 0.08 J/m^2: 1.3093 (no unit)
Rough shear modulus: 60 GPa
Rough Poisson ratio: 0.22 (no unit)
Core cutoff: 0.0784 nm
Line-energy factor K: 0.6019 nJ/m
Loop radius 0.1 um: line term 0.05138 J/m^2, ratio 1.5051
Loop radius 1.0 um: line term 0.00652 J/m^2, ratio 1.2940
Loop radius 10.0 um: line term 0.00079 J/m^2, ratio 1.2693
Rough expansion coefficient: 4.0 1e-6/K
Ratio with expanded lattice: 1.2685 (no unit)
Normal stress considered: 10 MPa
Stress work per area: 0.00314 J/m^2
Ratio under tension: 1.2526 (no unit)
Ratio under compression: 1.2794 (no unit)
Illustrative transport ratio R: 1.0 (no unit)
Ratio if vacancies stay at C_V*: 1.4760 (no unit)
verified
```
